# Perturbative triples (T) in batches: operations, memory and communication of two orderings

## 1. Two occupied and two virtual orbitals

Take a closed-shell molecule with two occupied spatial orbitals, labelled 0 and 1, and two virtual ones. The triples numerators $W_{ijk}^{abc}$ form an array of $2^3\cdot2^3=64$ numbers. We want the (T) energy without ever holding all of them.

Section 2 shows that $W$ is a sum of six terms, one for each order of the index pairs $(ia),(jb),(kc)$, of the elementary quantity

$$X_{ijk}^{abc}=\sum_d (ia|bd)\,t_{kj}^{cd}-\sum_l (ia|jl)\,t_{lk}^{bc}. \tag{1}$$

Here $i,j,k,l$ are occupied, $a,b,c,d$ virtual, $t$ are converged CCSD amplitudes, and $(pq|rs)$ are real two-electron integrals in charge-cloud order.

Permuting $i,j,k$ gives nothing new, so $i\ge j\ge k$ suffices. The blocks $000$ and $111$ contribute nothing, because three electrons cannot come from one spatial orbital. Two blocks remain, $100$ and $110$. For the first, the six orders of $(1a),(0b),(0c)$ give

$$W_{100}^{abc}=X_{100}^{abc}+X_{100}^{acb}+X_{010}^{bac}+X_{010}^{cab}+X_{001}^{bca}+X_{001}^{cba}.$$

Only three different arrays $X$ occur, each used twice with its virtual indices rearranged. Each is made by two matrix products. The sum over $d$ multiplies a $4\times2$ matrix, with rows $(ab)$, by a $2\times2$ matrix. The sum over $l$ multiplies a $2\times2$ matrix by a $2\times4$ matrix, with columns $(bc)$. Counting a multiply-add as two operations, each product costs $2\cdot4\cdot2\cdot2=32$.

The two blocks need six arrays $X$, hence $6\cdot(32+32)=384$ operations. Once a block of 8 numbers has given its energy, it is overwritten. The general method is this calculation with larger matrices.

## 2. The energy formula

The reference $|\Phi\rangle$ is a canonical restricted Hartree–Fock determinant with real orbitals. For each triply excited determinant $D$, let $x_D=\langle D|HT_2|\Phi\rangle$ and $y_D=\langle D|HT_1|\Phi\rangle$. The (T) correction is defined as

$$E_{(T)}=\sum_D\frac{x_D(x_D+y_D)}{\Delta_D},\qquad \Delta=\epsilon_i+\epsilon_j+\epsilon_k-\epsilon_a-\epsilon_b-\epsilon_c .$$

**Numerators.** Let $E_{pq}=\sum_\sigma p^\dagger_\sigma q_\sigma$, so that $T_1=\sum t_i^aE_{ai}$ and $T_2=\frac12\sum t_{ij}^{ab}E_{ai}E_{bj}$. Write $H$ in normal order with respect to $|\Phi\rangle$. To turn doubles into triples, $H$ must raise the excitation level by one. The one-electron part that could do so has coefficients $f_{ai}$, which vanish for Hartree–Fock orbitals. In the two-electron part $\frac12\sum(pq|rs)\{E_{pq}E_{rs}\}$, one pair must be an excitation $ai$ and the other must be $bd$ or $lj$. Either pair can play either role, which cancels the $\frac12$ and leaves

$$\sum(ai|bd)E_{ai}E_{bd}+\sum(ai|lj)E_{ai}(E_{lj}-2\delta_{lj}).$$

Now use $[E_{pq},E_{rs}]=\delta_{qr}E_{ps}-\delta_{ps}E_{rq}$. Since $E_{bd}|\Phi\rangle=0$ and $(E_{lj}-2\delta_{lj})|\Phi\rangle=0$, only commutators with $T_2$ survive. Its two excitations contribute equally and cancel its $\frac12$:

$$E_{bd}T_2|\Phi\rangle=\sum_{jkc}t_{jk}^{dc}E_{bj}E_{ck}|\Phi\rangle,$$
$$(E_{lj}-2\delta_{lj})T_2|\Phi\rangle=-\sum_{kbc}t_{lk}^{bc}E_{bj}E_{ck}|\Phi\rangle .$$

With $t_{jk}^{dc}=t_{kj}^{cd}$, the triples part of $HT_2|\Phi\rangle$ is $\sum X_{ijk}^{abc}E_{ai}E_{bj}E_{ck}|\Phi\rangle$, with $X$ from (1). The minus sign comes from moving a hole. The excitation operators commute, so $X$ may be replaced by its average over the six simultaneous permutations, $W/6$.

For $T_1$, $H$ must raise the level by two, through $\frac12\sum(ia|jb)E_{ai}E_{bj}$. The coefficient of the triple excitation is $\frac12(ia|jb)t_k^c$. Its six permutations contain each distinct term twice, so it averages to $V/6$ with

$$V_{ijk}^{abc}=t_i^a(jb|kc)+t_j^b(ia|kc)+t_k^c(ia|jb).$$

**Spin sum.** The energy is now $\frac1{36}$ times a double sum of $W$, $(W+V)/\Delta$ and overlaps of the states $E_{ai}E_{bj}E_{ck}|\Phi\rangle$. Number the three index pairs $m=1,2,3$ and prime those of the second state. Matching particles by a permutation $P$ and holes by a permutation $Q$ gives

$$\sum_{P,Q}\mathrm{sgn}(P^{-1}Q)\,2^{\,c(P^{-1}Q)}\prod_m\delta_{a_m a'_{P(m)}}\delta_{i_m i'_{Q(m)}} .$$

Spins must agree along both matchings, so each cycle of $P^{-1}Q$ leaves one free spin; $c$ is the number of cycles. Simultaneous permutation symmetry makes the sum over $P$ a factor 6. What remains is the identity with weight $2^3=8$, three transpositions with $-2^2=-4$, and two three-cycles with $+2$. The prefactor is $\frac{6}{36}=\frac16$. Taking 2 out of the weights gives

$$E_{(T)}=\frac13\sum_{ijk}\sum_{abc}\frac{Z_{ijk}^{abc}\,(W+V)_{ijk}^{abc}}{\Delta},$$
$$Z^{abc}=4W^{abc}+W^{bca}+W^{cab}-2W^{cba}-2W^{acb}-2W^{bac}, \tag{2}$$

where $Z$ and $W$ in (2) carry the same $ijk$.

**Restricted sums.** For fixed $ijk$, the inner sum over $abc$ does not change when $i,j,k$ are permuted, since the summed virtual labels can be permuted along with them. Three distinct indices occur in 6 orders, giving the factor $6/3=2$; two equal indices give $3/3=1$. For $i=j=k$, $W$ is symmetric in $a,b,c$, so $Z=(4+1+1-6)W=0$ although $W$ itself need not vanish. All cases are covered by

$$E_{(T)}=\sum_{i\ge j\ge k}(2-\delta_{ij}-\delta_{jk})\sum_{abc}\frac{Z(W+V)}{\Delta}. \tag{3}$$

Permuting virtual labels in $W$ at fixed $ijk$ equals the inverse permutation of occupied labels at fixed $abc$. This maps the transpositions in (2) to themselves and exchanges the two three-cycles. So (3) also holds with the roles exchanged: $a\ge b\ge c$ outside, $ijk$ inside, and $Z$ formed by permuting $i,j,k$. Blocks with $a=b=c$ drop out, because three electrons cannot enter one spatial orbital.

The division by $\Delta$ requires canonical orbitals. Off-diagonal Fock elements among the running orbitals couple triples inside one block, so the division becomes a linear solve within that block. Off-diagonal elements among the held orbitals couple different blocks, which can then no longer be treated one by one. The formula can also become unreliable for a nearly degenerate reference. $|\Delta|$ is at least three times the HOMO–LUMO gap and need not become small, but the amplitudes $t_2$ that enter $W$ can become large, and a lowest-order estimate of the triples is then no longer justified. A small value of $E_{(T)}$ does not by itself show that the result is reliable.

## 3. The algorithm for both orderings

Let there be $o$ occupied and $v$ virtual orbitals. Call the three restricted indices *held*, and the three inside the block *running*. In both orderings the procedure is:

```
for each x >= y >= z, not all equal:
    W = 0
    for each of the 6 orders of (x, y, z):
        form X for this order, unless already formed
        add X to W with its axes put back in order
    form V and Z; add weight * sum( Z*(W+V)/Delta )
    overwrite the block
```

**Occupied indices held** ($ijk$ ordering, block of $v^3$ words). The two terms of $X$ are

$$[(ia|bd)]_{(ab),d}\,[t_{kj}^{cd}]_{d,c}:\quad (v^2\times v)(v\times v),$$
$$[(ia|jl)]_{a,l}\,[t_{lk}^{bc}]_{l,(bc)}:\quad (v\times o)(o\times v^2).$$

They cost $2v^4$ and $2ov^3$ operations. Since $t_{lk}^{bc}=t_{kl}^{cb}$, both amplitude matrices lie in the slice of $t_2$ belonging to $k$.

**Virtual indices held** ($abc$ ordering, block of $o^3$ words). The same sums become

$$[(ia|bd)]_{i,d}\,[t_{kj}^{cd}]_{d,(kj)}:\quad (o\times v)(v\times o^2),$$
$$[(ia|jl)]_{(ij),l}\,[t_{lk}^{bc}]_{l,k}:\quad (o^2\times o)(o\times o).$$

They cost $2o^3v$ and $2o^4$ operations.

**Counting.** Among $n$ held orbitals there are $n(n-1)(n-2)/6$ distinct triples, each needing 6 products $X$. There are $n(n-1)$ triples with two equal indices, each needing 3. The number of products is

$$n(n-1)(n-2)+3n(n-1)=n(n-1)(n+1)=n^3-n .$$

The matrix products therefore cost

$$F_{ijk}=2(o^3-o)(v^4+ov^3),\qquad F_{abc}=2(v^3-v)(o^3v+o^4). \tag{4}$$

Both behave as $2o^3v^4+2o^4v^3$ when $o$ and $v$ are large. For $o=v=2$ both give the 384 found by hand. Their ratio is

$$\frac{F_{abc}}{F_{ijk}}=\frac{1-1/v^2}{1-1/o^2},$$

so for $v>o\ge2$ the $abc$ ordering does more arithmetic, by a fraction $(1/o^2-1/v^2)/(1-1/o^2)<1/(o^2-1)$ of $F_{ijk}$. This is up to a third for $o=2$, about 4% for $o=5$, and falls as $1/o^2$. Forming $V$ and $Z$ and summing the energy adds work of order $o^3v^3$, not included in (4). For $o=1$ there are only two electrons and no triples, and $F_{ijk}=0$ as it should be. The $abc$ loop would still do work, only to find $Z=0$ in every block.

## 4. Counting communication

Unless $o$ is very small, the operation counts hardly separate the orderings, although the very small matrices of $abc$ with few occupied orbitals can run more slowly per operation. The other difference is data movement. Its amount depends on what is kept where, and the following model fixes this. The arrays $(ia|bd)$, $t_2$ and $(ia|jb)$ lie in remote storage, without packing of symmetric indices. The orbital energies, $t_1$ and the $o^3v$ integrals $(ia|jl)$ are local. One process runs through the loop in ascending order, last index fastest, and keeps the slices used by the previous batch. Those that the new batch does not need are dropped before anything is loaded, so "slices held" below is the largest set used by one batch. Distributing batches over several processes changes the reuse and hence the counts below.

**Slices with one held index.** For $n=3$ the batches are $100,110,200,210,211,220,221$. They load $2,0,1,1,0,1,1$ new slices: 6 loads for 7 batches.

In general, consider the batches with first index $x\ge3$. The part $y=0$ loads 2 slices and $y=1$ loads 1. Each $y$ with $2\le y<x$ loads $y+1$: two at $z=0$, then one for each of $z=1,\dots,y-1$. The part $y=x$ loads $x$. The sum is $x(x+3)/2$. This also holds for $x=1$; for $x=2$ it is one too large, because slice 0 is still present. Hence

$$\text{loads}=\sum_{x=1}^{n-1}\frac{x(x+3)}2-1=N(n)-1,\qquad N(n)=\frac{n(n-1)(n+4)}6 ,$$

for $n\ge3$. Here $N(n)=n(n-1)(n-2)/6+n(n-1)$ is the number of batches.

**Slices with an ordered pair.** In the $abc$ ordering, $(ia|bd)$ is needed for all ordered pairs of held indices. For $x\ge2$, $y=0$ loads 3 pairs and $y=1$ loads 5. Each $2\le y<x$ loads $6+4(y-1)+1=4y+3$, and $y=x$ loads $3+2(x-1)=2x+1$. The total is $2x^2+3x-1$, which also gives the correct 4 for $x=1$. Summing,

$$P(n)=\sum_{x=1}^{n-1}(2x^2+3x-1)=\frac{(n-1)(4n^2+7n-6)}6 .$$

**Slices with an unordered pair.** These serve $(ia|jb)$ in $V$. Equal pairs are loaded $x+1$ times for each $x$, in total $(n-1)(n+2)/2$ times. Unequal pairs enter $P$ in both directions. So

$$Q(n)=\frac12\left[P(n)+\frac{(n-1)(n+2)}2\right]=\frac{n(n-1)(2n+5)}6 .$$

Multiplying by slice sizes gives the words moved:

| Array | $ijk$ | $abc$ |
|---|---|---|
| $(ia\mid bd)$ | $[N(o)-1]\,v^3$ | $P(v)\,ov$ |
| $t_2$ | $[N(o)-1]\,ov^2$ | $[N(v)-1]\,o^2v$ |
| $(ia\mid jb)$ | $Q(o)\,v^2$ | $Q(v)\,o^2$ |
| slices held | $3(v^3+ov^2+v^2)$ | $6ov+3o^2v+3o^2$ |

To leading order, $(ia|bd)$ costs $o^3v^3/6$ words in $ijk$ and $2ov^4/3$ in $abc$, a ratio $abc/ijk$ of $4v/o^2$. If $t_2$ is local, $abc$ can thus move less once $o^2$ exceeds about $4v$. If $t_2$ is remote, it adds $o^4v^2/6$ to $ijk$ but $o^2v^4/6$ to $abc$. Neglecting the smaller $(ia|jb)$ traffic, the ratio becomes

$$\frac{\frac23ov^4+\frac16o^2v^4}{\frac16o^3v^3+\frac16o^4v^2}=\frac{v^2(o+4)}{o^2(v+o)},$$

which exceeds one when $v$ is well above $o$. The $abc$ ordering then pays for its small memory by reloading slices. Its amplitude traffic is about $o/4$ times its $(ia|bd)$ traffic, so amplitudes dominate once $o$ exceeds about 4.

## 5. Tiles of virtual orbitals

The small $abc$ blocks leave room to hold several virtuals at once. Divide them into $m=v/B$ equal tiles of $B\ge2$ orbitals, with $m\ge3$, and loop over tile triples. Inside each, process all $a\ge b\ge c$ that are not all equal.

Triples of equal tiles now contain work and must be visited. This changes the one-index loads in three places: the new first batch $000$ loads one slice, $100$ then loads one fewer, and $200$ loads one more, because slice 0 has been dropped after $111$. The net change is $+1$, so the count is $N(m)$. For pairs, $000$ loads one and $100$ one fewer, so $P(m)$ and $Q(m)$ are unchanged. The traffic is

$$P(m)B^2ov+N(m)Bo^2v+Q(m)B^2o^2\;\approx\;\frac{2ov^4}{3B}+\frac{o^2v^4}{6B^2}+\frac{o^2v^3}{3B},$$

where the last form keeps only the leading term of each count for large $m$. The slices held are $6B^2ov+3Bo^2v+3B^2o^2$ words. A tile triple serves up to $B^3$ orbital triples with slices that grow only as $B$ or $B^2$, which is why the traffic falls. The operation count (4) is unchanged.

## 6. Ammonia, and a larger model

Ammonia in the cc-pVDZ basis, with all electrons correlated, the three H atoms 0.94 Å from the threefold axis and 0.38 Å along it from N (N–H distance 1.0139 Å, H–N–H angles 106.82°), has $o=5$ and $v=24$. Both orderings and the tiled one give $E_{(T)}=-0.0038288$ hartree, or $-10.05$ kJ/mol. This value serves to check the algorithm and is far from the basis-set limit: aug-cc-pVDZ gives about $-14.5$ kJ/mol and cc-pVTZ about $-20.5$ kJ/mol.

The $ijk$ ordering has $N(5)=5\cdot4\cdot9/6=30$ batches. Those with two equal indices supply $-0.00230$ of the $-0.00383$ hartree, so they cannot be neglected. The $abc$ ordering has 2576 batches, of which those with two equal indices supply $-0.00063$ hartree. For three equal indices the largest element of $W$ is about 0.006 to 0.008 hartree, depending on how the degenerate orbital pairs happen to be oriented, while $Z$ vanishes to rounding.

The operation counts from (4) are

$$F_{ijk}=2\cdot120\cdot(331776+69120)=9.62\times10^7,$$
$$F_{abc}=2\cdot13800\cdot(3000+625)=1.0005\times10^8,$$

a difference of 4%, as the ratio $(1-1/576)/(1-1/25)=1.04$ requires.

For traffic, $ijk$ loads $29\cdot13824=400896$ words of $(ia|bd)$, and $abc$ loads $P(24)\cdot120=9453\cdot120=1134360$. Including $t_2$ and $(ia|jb)$:

| Ordering | words moved | slices held |
|---|---|---|
| $ijk$ | 513216 | 51840 |
| $abc$ | 2801260 | 2595 |
| $abc$, $B=4$ | 442000 | 19920 |

The three remote arrays together have only $69120+14400+14400=97920$ words, so for this molecule one would simply keep them in memory. The example checks the counts; the choice matters when the remote arrays do not fit into local memory.

Take $o=50$, $v=500$ and 8-byte words. The full triples array would need 125 TB, and the three remote arrays take 60 GB. One block $W$ takes 1 GB in $ijk$ and 1 MB in $abc$, and a few work arrays of that size are needed besides the slices. Both orderings also keep the 0.5 GB of local integrals $(ia|jl)$, which in untiled $abc$ is far more than the slices. Both orderings need $1.72\times10^{16}$ operations.

| Ordering | $(ia\mid bd)$ / TB | $t_2$ / TB | total / TB | slices held / GB |
|---|---|---|---|---|
| $ijk$ | 22.0 | 2.2 | 24.3 | 3.31 |
| $abc$ | 16.7 | 209.6 | 227.1 | 0.03 |
| $abc$, $B=25$ | 0.69 | 0.38 | 1.10 | 1.54 |

The $(ia|bd)$ traffic alone favours $abc$ by a factor 0.76, near the leading estimate $4\cdot500/2500=0.80$. Most of that advantage is available if the 5 GB of $t_2$ are local: with the $(ia|jb)$ traffic included, the factor is 0.79. With $t_2$ remote, untiled $abc$ moves 9.3 times as much as $ijk$. With tiles of 25 virtuals the order reverses: $abc$ moves 22 times less than untiled $ijk$ and holds less than half the slice memory.

The table tiles only the virtual indices. Tiling the held occupied indices lowers the $ijk$ traffic too, but needs more memory: by the same counts, tiles of 5 occupied orbitals move 1.17 TB and hold 16.7 GB of slices. All these figures keep the running indices at full range. An $ijk$ scheme that also cuts its $v^3$ blocks into pieces has different counts, and the table does not judge it. The numerical check compares the energies with an explicit determinant calculation on a small hydrogen cluster, and the operation and traffic formulas with counts recorded during the ammonia runs.

## Numbers as computed

```
H6 STO-3G: o = 3, v = 3
H6 determinants, T2 part: -0.0001841532 Eh
H6 determinants, T1 part: -0.0000032281 Eh
H6 (T) determinants: -0.0001873813 Eh
H6 (T) ijk batches: -0.0001873813 Eh
H6 (T) abc batches: -0.0001873813 Eh
NH3 H distance from axis 0.94 A, height 0.38 A
NH3 N-H distance: 1.0139 A
NH3 cc-pVDZ: o = 5, v = 24
NH3 RHF energy: -56.19555063 Eh
NH3 CCSD correlation energy: -0.20504948 Eh
NH3 (T) library: -0.0038287566 Eh
NH3 (T) ijk: -0.0038287566 Eh
NH3 (T) abc: -0.0038287566 Eh
NH3 (T) abc tiled: -0.0038287566 Eh
NH3 (T) converted: -10.0524 kJ/mol
ijk: 30 batches; distinct -0.00152727, two equal -0.00230149 Eh
abc: 2576 batches; distinct -0.00320269, two equal -0.00062606 Eh
largest |W|, equal indices: iii 0.0064, aaa 0.0064 Eh
largest |Z|, equal indices: 6.9e-18 Eh
NH3 full triples array: 1728000 words
NH3 one W block: ijk 13824, abc 125 words
NH3 tile size: 4 virtuals
NH3 ijk flops: sum_d 79626240, sum_l 16588800
NH3 ijk moved: ovvv 400896, t2 83520, ovov 28800 words
NH3 ijk slices held: 51840 words
NH3 abc flops: sum_d 82800000, sum_l 17250000
NH3 abc moved: ovvv 1134360, t2 1545000, ovov 121900 words
NH3 abc slices held: 2595 words
NH3 abc tiled flops: sum_d 82800000, sum_l 17250000
NH3 abc tiled moved: ovvv 288000, t2 120000, ovov 34000 words
NH3 abc tiled slices held: 19920 words
Model size: o = 50, v = 500, tile = 25 virtuals
Model full triples array: 125.0 TB
Model one W block: ijk 1000, abc 1 MB
Model whole ovvv 50.0, t2 5.0 GB
Model ijk: 1.71806e+16 flops, slices held 3.3060 GB
Model ijk moved: ovvv 22.049, t2 2.205, ovov 0.0858 TB
Model ijk: total 24.340 TB, 5647 flops per word
Model abc: 1.71874e+16 flops, slices held 0.0313 GB
Model abc moved: ovvv 16.691, t2 209.580, ovov 0.8358 TB
Model abc: total 227.107 TB, 605 flops per word
Model abc tiled: 1.71874e+16 flops, slices held 1.5375 GB
Model abc tiled moved: ovvv 0.686, t2 0.380, ovov 0.0356 TB
Model abc tiled: total 1.102 TB, 124773 flops per word
Model ovvv traffic abc/ijk: 0.757 (leading form 0.800)
Model total traffic abc/ijk: 9.33
Model total traffic ijk/(abc tiled): 22.1
```
